# Critical point of a Redlich–Kister solution with two parameters

## The question

A single solution phase of components A and B has the molar Gibbs energy of mixing

$$
G=x_Ax_B\left[L_0+L_1(x_A-x_B)\right]+RT\left(x_A\ln x_A+x_B\ln x_B\right),
$$

where $x_A+x_B=1$, and $L_0$ and $L_1$ are energies per mole that do not depend on temperature. The ideal entropy of random mixing is part of the model. The sign of $L_1$ has a meaning only together with the order of the factor $(x_A-x_B)$, which is kept throughout.

**(a)** Using $u=x_A-x_B$ as the composition variable, find the second and third composition derivatives of $G$ and the spinodal temperature. Explain why both derivatives vanish at a critical point.

**(b)** Find the critical composition. Justify the choice of root, and state for which $L_0$ and $L_1$ a critical point exists.

**(c)** Find the critical temperature in closed form.

**(d)** For $L_0>0$ and small $r=L_1/L_0$, find the shift of the critical composition to first order in $r$. Does the critical temperature also shift to first order?

**(e)** Show that the point found is the top of a miscibility gap.

**(f)** Evaluate the results for $L_0=20000$ J/mol and $L_1=3000$ J/mol. Compare them with the small-$r$ estimates and with the regular solution, $L_1=0$. Which compositions coexist at 1230 K?

## Model answers

### (a) Derivatives and spinodal

The mole fractions are $x_A=(1+u)/2$ and $x_B=(1-u)/2$, so $x_Ax_B=(1-u^2)/4$. The interaction part of $G$ is therefore

$$
\tfrac14(1-u^2)(L_0+L_1u)=\tfrac14\left(L_0+L_1u-L_0u^2-L_1u^3\right).
$$

Its second derivative is $\tfrac14(-2L_0-6L_1u)=-\tfrac12(L_0+3L_1u)$.

In the first derivative of the mixing term the constants $+\tfrac12$ and $-\tfrac12$ cancel, which leaves $\tfrac12RT\ln[(1+u)/(1-u)]$. Differentiating again gives

$$
\frac{RT}{2}\left(\frac1{1+u}+\frac1{1-u}\right)=\frac{RT}{1-u^2}.
$$

Hence

$$
G_{uu}=\frac{RT}{1-u^2}-\frac{L_0+3L_1u}{2},\qquad
G_{uuu}=\frac{2uRT}{(1-u^2)^2}-\frac{3L_1}{2}.
$$

Because $d/dx_B=-2\,d/du$, derivatives with respect to $x_B$ differ from these by the factors $4$ and $-8$, and vanish at the same points.

A homogeneous solution is locally stable where $G_{uu}>0$. The limit $G_{uu}=0$ is the spinodal,

$$
RT_s(u)=\tfrac12(1-u^2)(L_0+3L_1u),
$$

and with this definition

$$
G_{uu}=\frac{R\,[T-T_s(u)]}{1-u^2}.
$$

If $G_{uu}=0$ but $G_{uuu}\neq0$, then $G_{uu}$ changes sign at that composition, and the state borders on an unstable region. At a critical point the two borders of the unstable region have merged, so $G_{uuu}$ must vanish too. Equivalently, differentiating $G_{uu}(u,T_s(u))=0$ along the spinodal gives

$$
G_{uuu}+\frac{R}{1-u^2}\frac{dT_s}{du}=0,
$$

so on the spinodal $G_{uuu}=0$ means $dT_s/du=0$.

### (b) Critical composition

The condition $G_{uu}=0$ gives $RT/(1-u^2)=(L_0+3L_1u)/2$. Inserting this in $G_{uuu}=0$ removes the temperature:

$$
\frac{u(L_0+3L_1u)}{1-u^2}=\frac{3L_1}{2}.
$$

Multiplication by $2(1-u^2)$ gives $2L_0u+6L_1u^2=3L_1-3L_1u^2$, or

$$
9L_1u^2+2L_0u-3L_1=0.
$$

For $L_1\neq0$ the roots are

$$
u_\pm=\frac{-L_0\pm S}{9L_1},\qquad S=\sqrt{L_0^2+27L_1^2}.
$$

The condition $G_{uuu}=0$ also reads $4uRT=3L_1(1-u^2)^2$. At positive temperature $u$ must therefore have the sign of $L_1$. Since $S>|L_0|$, the root $u_+$ has this sign and $u_-$ has the opposite one. Multiplying numerator and denominator of $u_+$ by $S+L_0$, and using $S^2-L_0^2=27L_1^2$, gives

$$
u_c=\frac{3L_1}{S+L_0},\qquad x_{B,c}=\frac{1-u_c}{2}.
$$

For $L_0>0$ this form also covers $L_1=0$, where the quadratic reduces to $2L_0u=0$.

The rejected root can lie inside the composition range. For $L_1=0.5L_0>0$ it is $u_-=-0.841$, or $x_B=0.920$, but the spinodal equation then gives $RT=-0.038L_0$.

The accepted root must satisfy $|u_c|<1$, that is, $S>3|L_1|-L_0$.

- For $L_0>0$ this holds for every $L_1$. If $L_1\neq0$, then $S>\sqrt{27}\,|L_1|>3|L_1|$; if $L_1=0$, then $u_c=0$.
- For $L_0\le0$ and $L_1\neq0$ the right side is positive and both sides may be squared. This gives $L_0^2+27L_1^2>9L_1^2-6L_0|L_1|+L_0^2$, hence $3|L_1|+L_0>0$.
- For $L_1=0$ and $L_0\le0$ the spinodal temperature is nowhere positive, and there is no critical point.

All cases are contained in the condition

$$
L_0+3|L_1|>0 .
$$

When it holds, there is one critical point at positive temperature. A negative $L_0$ does not by itself exclude unmixing. With $L_0<0$ and $L_1=0.5|L_0|$ the coefficient $L_0+L_1u$ is negative at all compositions, yet there is a critical point at $x_B=0.080$ with $RT_c=0.038|L_0|$. Stability is decided by the curvature of the interaction energy. An interaction energy that is positive somewhere must curve downward somewhere, since it vanishes at both ends, so it always gives unmixing at low enough temperature; a negative one does not rule unmixing out. Negative interaction energies can also favour ordered phases, which this model leaves out.

### (c) Critical temperature

Both factors of the spinodal equation are needed at $u_c$. From $u_c=(S-L_0)/(9L_1)$ it follows that $3L_1u_c=(S-L_0)/3$, so

$$
L_0+3L_1u_c=\frac{S+2L_0}{3}.
$$

For the other factor, $9L_1^2=(S^2-L_0^2)/3$ gives

$$
u_c^2=\frac{9L_1^2}{(S+L_0)^2}=\frac{S-L_0}{3(S+L_0)},
\qquad
1-u_c^2=\frac{2(S+2L_0)}{3(S+L_0)}.
$$

Half the product of the two factors is

$$
RT_c=\frac{(S+2L_0)^2}{9(S+L_0)}.
$$

This formula applies only when $L_0+3|L_1|>0$, which is the same as $S+2L_0>0$. Outside that range the square still returns a positive number, but it belongs to $|u|>1$ and has no meaning: $L_0<0$ with $L_1=0.1|L_0|$ gives $0.667|L_0|$ at $u=2.36$.

For $L_1=0$ and $L_0>0$, $S=L_0$ and $RT_c=L_0/2$, the regular-solution result. For $L_0=0$, $S=\sqrt{27}\,|L_1|$, so $RT_c=|L_1|/\sqrt3$ and $|u_c|=1/\sqrt3$.

### (d) Small asymmetry

For $L_0>0$ let $s=S/L_0=\sqrt{1+27r^2}=1+\tfrac{27}{2}r^2+O(r^4)$. Then

$$
u_c=\frac{3r}{1+s}=\frac{3r}{2}\left(1-\frac{27}{4}r^2+\dots\right),
$$

and, since $x_{B,c}=(1-u_c)/2$,

$$
x_{B,c}=\frac12-\frac34\frac{L_1}{L_0}+\frac{81}{16}\left(\frac{L_1}{L_0}\right)^3+\dots
$$

The linear shift of $x_{B,c}$ is $-\tfrac34L_1/L_0$. Positive $L_1$ makes the destabilising curvature term $-\tfrac12(L_0+3L_1u)$ more negative on the A-rich side, and the critical point moves that way.

For the temperature, put $s=1+\delta$ in the result of (c):

$$
\frac{2RT_c}{L_0}=\frac{2(3+\delta)^2}{9(2+\delta)}
=\frac{(1+\delta/3)^2}{1+\delta/2}=1+\frac{\delta}{6}+O(\delta^2).
$$

With $\delta=\tfrac{27}{2}r^2+O(r^4)$,

$$
T_c=\frac{L_0}{2R}\left[1+\frac94\left(\frac{L_1}{L_0}\right)^2+\dots\right].
$$

The temperature has no first-order shift. Exchanging the labels A and B reverses the sign of $L_1$ but cannot change $T_c$, so $T_c$ is even in $L_1$.

The linear composition shift divided by the full one is $(3r/2)/u_c=(1+s)/2$. The linear law thus overestimates the shift by the fraction $(s-1)/2\approx27r^2/4$ of the full shift. The overestimate is 2% at $r=0.05$, 6% at $r=0.10$ and 22% at $r=0.20$; the series in $r$ converges only for $|r|<1/\sqrt{27}\approx0.19$.

### (e) Top of the gap

Suppose that $L_0+3|L_1|>0$. The function $T_s(u)$ vanishes at $u=\pm1$ and is positive somewhere between, so it has a positive maximum inside the range. There $dT_s/du=0$, and by (a) and (b) the only such point at positive temperature is $u_c$. The maximum of the spinodal is therefore $T_c$.

For $T>T_c$, the relation $G_{uu}=R[T-T_s(u)]/(1-u^2)$ is positive at every composition. $G$ is then strictly convex, no line touches it at two points, and the phase is fully miscible. For $T<T_c$, $G_{uu}<0$ near $u_c$, and the solution separates.

This argument concerns one phase. Another phase of lower Gibbs energy may hide the gap, and coherency strain or short-range order would change $G$ itself. If $L_0$ and $L_1$ depend on temperature, the conditions of (b) and (c) still hold with their values at $T_c$, because the composition derivatives are taken at fixed $T$. The formula for $T_c$ is then an implicit equation, and the convexity argument has to be made again.

### (f) Numerical example

The parameters are round model values with $r=0.15$. First,

$$
S=\sqrt{20000^2+27\times3000^2}\ \text{J/mol}=25357\ \text{J/mol}.
$$

The critical composition follows from

$$
u_c=\frac{3\times3000}{25357+20000}=0.1984,\qquad x_{B,c}=\frac{1-0.1984}{2}=0.401,
$$

and the critical temperature from

$$
RT_c=\frac{(25357+40000)^2}{9\,(25357+20000)}\ \text{J/mol}=10464\ \text{J/mol}.
$$

Division by $R=8.3145$ J/(mol K) gives $T_c=1258.5$ K.

The linear estimate is $x_{B,c}=0.5-0.75\times0.15=0.3875$, and its shift from $0.5$ is 13% larger than the full shift. The regular solution has $T_c=L_0/(2R)=1202.7$ K, so $L_1$ raises the critical temperature by 55.8 K. The quadratic estimate, $1202.7\,(1+\tfrac94\times0.15^2)$ K $=1263.6$ K, is about 5 K too high.

The closed forms give the following values at other ratios:

| $L_1/L_0$ | $x_{B,c}$ | linear $x_{B,c}$ | $2RT_c/L_0$ |
|---|---|---|---|
| 0.05 | 0.463 | 0.463 | 1.006 |
| 0.10 | 0.429 | 0.425 | 1.022 |
| 0.20 | 0.377 | 0.350 | 1.078 |
| 0.30 | 0.342 | 0.275 | 1.156 |

At 1230 K the regular solution is fully miscible, whereas the solution with $L_1=3000$ J/mol is below its critical temperature. The coexisting compositions $x'$ and $x''$ share a common tangent:

$$
G'(x')=G'(x'')=\frac{G(x'')-G(x')}{x''-x'},
$$

where the prime on $G$ denotes $d/dx_B$. Newton iteration for the midpoint and half-width of the gap gives $x_B=0.2875$ and $x_B=0.5231$. The midpoint, $0.405$, lies slightly above the critical composition, so the gap is not symmetric about $x_{B,c}$.

All numerical values are calculated from the stated model.
